# Choosing Model Charge, Plateau Window and Cutoff in the Freysoldt Correction: test program

```python
# Result under test: the charged-supercell correction
#     E_corr = E_lat - q*C,   E_lat = E_iso - E_per,
# for a localized charge q in a cubic cell of side L and dielectric constant eps.
# E_iso, E_per: energies of the isolated and periodic model charge.
# C: plateau of (reference potential - model potential), both of zero average,
#    with the sign felt by a positive test charge.
# Model = (x, gamma, beta): weight and length of exp(-r/gamma), and width of
# exp(-r^2/beta^2). Lengths are in angstrom, energies in eV, potentials in V.
# COULOMB is e^2/(4 pi eps0) in eV angstrom; it equals 1 in atomic units.
import numpy as np
from scipy import constants
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erf, erfc, erfcx, gammainc

HARTREE = constants.physical_constants["Hartree energy in eV"][0]
BOHR = constants.physical_constants["Bohr radius"][0] * 1e10
COULOMB = HARTREE * BOHR
KINETIC = HARTREE * BOHR**2 / 2      # cutoff energy = KINETIC * G^2
pi = np.pi
q, eps, L0 = 2.0, 10.0, 10.0
model = (0.5, 0.5, 1.0)
gauss_model = (0.0, 0.5, 1.0)
wide_model = (0.5, 1.0, 1.0)

# Number of integer vectors with squared length m, for every m up to MAXSQ
NMAX = 100
MAXSQ = NMAX**2
line_counts = np.zeros(MAXSQ + 1)
line_counts[0] = 1
line_counts[np.arange(1, NMAX + 1)**2] = 2
plane_counts = np.convolve(line_counts, line_counts)[:MAXSQ + 1]
counts = np.convolve(plane_counts, line_counts)[1:MAXSQ + 1]
shells = np.arange(1, MAXSQ + 1)


def form_factor(k, m):
    x, g, b = m
    return x / (1 + (g * k)**2)**2 + (1 - x) * np.exp(-(b * k)**2 / 4)


def density(r, m):
    x, g, b = m
    return (x * np.exp(-r / g) / (8 * pi * g**3)
            + (1 - x) * np.exp(-(r / b)**2) / (pi**1.5 * b**3))


def second_moment(m):
    x, g, b = m
    return 12 * x * g**2 + 1.5 * (1 - x) * b**2


def isolated_part(m, kmin=0.0):
    """Isolated model energy from wavevectors above kmin."""
    val = quad(lambda k: form_factor(k, m)**2, kmin, np.inf,
               epsabs=0, epsrel=1e-9, limit=200)[0]
    return q**2 * COULOMB / (pi * eps) * val


def shell_energies(m, L):
    G = 2 * pi / L * np.sqrt(shells)
    return (2 * pi * q**2 * COULOMB / (eps * L**3)
            * counts * form_factor(G, m)**2 / G**2)


def model_planar(z, m, L, nmax=2000):
    G = 2 * pi / L * np.arange(1, nmax + 1)
    waves = np.cos(np.outer(np.atleast_1d(z), G))
    return 8 * pi * q * COULOMB / (eps * L**3) * (waves @ (form_factor(G, m) / G**2))


def reference(centres, width, L):
    """Grid solution for equal Gaussian lobes: z, planar potential, exact E_lat."""
    n = int(round(L / 0.25))
    h = L / n
    grid = np.arange(n) * h

    def line(c):
        return sum(np.exp(-((grid - c - j * L) / width)**2)
                   for j in range(-2, 3)) / (np.sqrt(pi) * width)

    rho = sum(np.einsum("i,j,k->ijk", line(c[0]), line(c[1]), line(c[2]))
              for c in centres) * q / len(centres)
    g = 2 * pi * np.fft.fftfreq(n, h)
    g2 = g[:, None, None]**2 + g[None, :, None]**2 + g[None, None, :]**2
    g2[0, 0, 0] = 1.0
    vk = 4 * pi * COULOMB / eps * np.fft.fftn(rho) / g2
    vk[0, 0, 0] = 0.0
    pot = np.fft.ifftn(vk).real
    e_per = 0.5 * h**3 * np.sum(rho * pot)
    pair_sum = 0.0
    for a in centres:
        for b in centres:
            R = np.linalg.norm(a - b)
            pair_sum += (np.sqrt(2 / pi) / width if R < 1e-12
                         else erf(R / (np.sqrt(2) * width)) / R)
    e_iso = q**2 * COULOMB / (2 * eps * len(centres)**2) * pair_sum
    return grid, pot.mean(axis=(0, 1)), e_iso - e_per


def correction(m, L, ref):
    z, v_ref, _ = ref
    diff = v_ref - model_planar(z, m, L)
    window = np.abs(z - L / 2) <= L / 10 + 1e-9
    e_lat = isolated_part(m) - shell_energies(m, L).sum()
    C = diff[window].mean()
    return e_lat, C, np.ptp(diff[window]), e_lat - q * C


# Form factor and second moment from the radial density
for k in (0.7, 2.3):
    ft = quad(lambda r: 4 * pi * r * density(r, model) * np.sin(k * r) / k,
              0, 25, limit=300)[0]
    assert abs(ft - form_factor(k, model)) < 1e-8
r2_num = quad(lambda r: 4 * pi * r**4 * density(r, model), 0, 25, limit=300)[0]
assert abs(r2_num - second_moment(model)) < 1e-7

# Isolated energy: closed form, wavevector integral and real-space field energy
x, gam, bet = model
t = bet / (2 * gam)
J = (pi / 4 * (1 - 2 * t**2) * erfcx(t) + np.sqrt(pi) * t / 2) / gam
iso_closed = q**2 * COULOMB / (pi * eps) * (
    5 * pi * x**2 / (32 * gam) + (1 - x)**2 * np.sqrt(pi / 2) / bet
    + 2 * x * (1 - x) * J)


def enclosed(r):
    return x * gammainc(3, r / gam) + (1 - x) * gammainc(1.5, (r / bet)**2)


field = quad(lambda r: (enclosed(r) / r)**2, 0, 20, limit=300)[0] + 1 / 20
iso_field = q**2 * COULOMB / (2 * eps) * field
e_iso = isolated_part(model)
assert abs(e_iso - iso_closed) < 1e-7 and abs(e_iso - iso_field) < 1e-6

# Periodic energy against the finite-size law with an Ewald Madelung constant
eta = np.sqrt(pi)
s = shells[:100]
c = counts[:100]
alpha = -(np.sum(c * erfc(eta * np.sqrt(s)) / np.sqrt(s))
          + np.sum(c * np.exp(-pi**2 * s / eta**2) / (pi * s))
          - 2 * eta / np.sqrt(pi) - pi / eta**2)
e_per = shell_energies(model, L0).sum()
point_term = alpha * q**2 * COULOMB / (2 * eps * L0)
size_term = -2 * pi * q**2 * COULOMB * second_moment(model) / (3 * eps * L0**3)
assert abs(e_iso - e_per - point_term - size_term) < 1e-6


# Planar charge, then planar potential by convolution in real space
def planar_charge(z):
    u = np.abs(z) / gam
    return (x * (1 + u) * np.exp(-u) / (4 * gam)
            + (1 - x) * np.exp(-(z / bet)**2) / (np.sqrt(pi) * bet))


lam = quad(lambda r: 2 * pi * r * density(r, model), 0.7, 25, limit=300)[0]
assert abs(lam - planar_charge(0.7)) < 1e-8
zp = np.linspace(-15, 15, 30001)
for z in (0.0, 1.3, 3.7, 5.0):
    y = (z - zp + L0 / 2) % L0 - L0 / 2
    green = y**2 / (2 * L0) - np.abs(y) / 2 + L0 / 12
    v_real = (4 * pi * q * COULOMB / (eps * L0**2)
              * np.sum(planar_charge(zp) * green) * (zp[1] - zp[0]))
    assert abs(v_real - model_planar(z, model, L0)[0]) < 1e-6

# Full scheme on a tetrahedral reference charge whose exact correction is known
distance, width = 2.0, 0.8
tetra = distance / np.sqrt(3) * np.array(
    [[1, 1, 1], [1, -1, -1], [-1, 1, -1], [-1, -1, 1]], float)
r2_ref = np.mean(np.sum(tetra**2, axis=1)) + 1.5 * width**2
refs = {L: reference(tetra, width, L) for L in (10.0, 15.0, 20.0)}
models = {"Gaussian": gauss_model, "standard": model, "long tail": wide_model}
results = {name: correction(m, L0, refs[L0]) for name, m in models.items()}
e_lat, C, spread, e_corr = results["standard"]
exact = refs[L0][2]
residual = {L: correction(model, L, refs[L])[3] - refs[L][2] for L in refs}
assert abs(residual[L0]) < 4e-3
assert abs(e_lat - exact) > 5 * abs(residual[L0])
assert abs(results["Gaussian"][3] - e_corr) < 3e-4
assert abs(results["long tail"][3] - e_corr) > 5e-3

# Difference potential in the window: moment constant plus exponential tail
zgrid, vref, _ = refs[L0]
win = np.abs(zgrid - L0 / 2) <= L0 / 10 + 1e-9
C_moment = {}
for name, m in models.items():
    C_moment[name] = (2 * pi * q * COULOMB / (3 * eps * L0**3)
                      * (r2_ref - second_moment(m)))
    tail = np.zeros(win.sum())
    for j in range(-4, 6):
        u = np.abs(zgrid[win] - j * L0) / m[1]
        tail += m[0] * m[1] / 4 * (3 + u) * np.exp(-u)
    predicted = C_moment[name] + 4 * pi * q * COULOMB / (eps * L0**2) * tail
    measured = vref[win] - model_planar(zgrid[win], m, L0)
    assert np.max(np.abs(predicted - measured)) < 1e-6
model_range = np.ptp(model_planar(zgrid[win], model, L0))
assert model_range > 20 * spread
long_offset = results["long tail"][1] - C_moment["long tail"]
assert long_offset > results["long tail"][2]

# Residual: fifth inverse power of L, absent for a spherical reference
exponent = np.log(residual[15.0] / residual[20.0]) / np.log(20 / 15)
assert abs(exponent - 5) < 0.3
sphere = reference(np.zeros((1, 3)), np.sqrt(r2_ref / 1.5), 15.0)
res_sphere = correction(model, 15.0, sphere)[3] - sphere[2]
assert abs(res_sphere) < 0.05 * abs(residual[15.0])


# Energy cutoff: omitted lattice sum, smooth tail integral and power law
def cutoff_errors(msq):
    gc = 2 * pi / L0 * np.sqrt(msq + 0.5)
    omitted = shell_energies(model, L0)[msq:].sum()
    smooth = isolated_part(model, gc)
    power = q**2 * COULOMB * x**2 / (7 * pi * eps * gam**8 * gc**7)
    return KINETIC * gc**2, omitted, smooth, power, omitted - smooth


ratios = []
for msq in range(64, 900, 17):
    _, omitted, smooth, _, matched = cutoff_errors(msq)
    ratios.append(matched / omitted)
rms_ratio = np.sqrt(np.mean(np.square(ratios)))
assert rms_ratio < 0.1
_, omitted, _, power, _ = cutoff_errors(1600)
assert abs(power / omitted - 1) < 0.05

target = 1e-5
needed = {}
for name in ("Gaussian", "standard"):
    m = models[name]
    gc = brentq(lambda g: isolated_part(m, g) - target, 1.0, 12.0)
    G = 2 * pi / L0 * np.sqrt(shells)
    actual = shell_energies(m, L0)[G > gc].sum()
    assert 0.5 < actual / target < 2.0
    needed[name] = (KINETIC * gc**2, actual)
assert needed["standard"][0] > needed["Gaussian"][0]

# Potential cutoff at the defect plane and at the cell boundary
ncut = 40
gc = 2 * pi / L0 * (ncut + 0.5)
err0, err_half = [abs(model_planar(z, model, L0)[0]
                      - model_planar(z, model, L0, ncut)[0]) for z in (0, L0 / 2)]
pred0 = 4 * q * COULOMB * x / (5 * eps * L0**2 * gam**4 * gc**5)
pred_half = 4 * pi * q * COULOMB * form_factor(gc, model) / (eps * L0**3 * gc**2)
assert abs(pred0 / err0 - 1) < 0.03
assert abs(pred_half / err_half - 1) < 0.03

print(f"charge q = {q:.0f} e, eps = {eps:.0f}, L = {L0:.1f} angstrom")
print(f"model: x = {x}, gamma = {gam} angstrom, beta = {bet} angstrom")
print(f"lobes: distance = {distance}, width = {width} angstrom")
print(f"Coulomb constant = {COULOMB:.5f} eV angstrom")
print(f"<r^2> model = {second_moment(model):.4f} angstrom^2")
print(f"<r^2> reference = {r2_ref:.4f} angstrom^2")
print(f"Madelung constant alpha = {alpha:.6f}")
print(f"E_iso = {e_iso:.6f} eV; field energy = {iso_field:.6f} eV")
print(f"E_per = {e_per:.6f} eV")
print(f"E_lat = {e_lat:.6f} eV")
print(f"point term = {point_term:.6f} eV; size term = {size_term:.6f} eV")
v_zero, v_edge, v_half = model_planar([0, 0.4 * L0, L0 / 2], model, L0)
print(f"model planar potential at z=0: {v_zero:.6f} V")
print(f"at z=0.4L: {v_edge:.6f} V; at z=L/2: {v_half:.6f} V")
print(f"range in window: model {model_range:.6f} V, difference {spread:.6f} V")
print(f"plateau C = {C:.6f} V; moment formula = {C_moment['standard']:.6f} V")
print(f"alignment term -qC = {-q * C:.6f} eV")
print(f"E_corr = {e_corr:.6f} eV = {e_corr / HARTREE:.6f} hartree")
print(f"exact correction = {exact:.6f} eV")
print("model: E_lat (eV), C (V), spread (V), E_corr (eV)")
for name, row in results.items():
    print(f"  {name}: " + ", ".join(f"{v:.6f}" for v in row))
print(f"long-tail common offset of plateau = {long_offset:.6f} V")
for L in refs:
    print(f"L = {L:.0f} angstrom: E_corr - exact = {residual[L]:.3e} eV")
print(f"residual exponent, 15 to 20 angstrom = {exponent:.3f}")
print(f"spherical reference, L = 15 angstrom: residual = {res_sphere:.2e} eV")
print("cutoff: E_per error, smooth tail, power law, matched error (all eV)")
for n in (6, 10, 16, 24, 40):
    row = cutoff_errors(n * n)
    print(f"  {row[0]:.1f}: " + ", ".join(f"{v:.3e}" for v in row[1:]))
print(f"rms matched/separate error ratio = {rms_ratio:.4f}")
for name, (energy, actual) in needed.items():
    print(f"{name}: cutoff for {target:.0e} eV = {energy:.1f} eV, "
          f"actual error = {actual:.2e} eV")
print(f"potential cutoff = {KINETIC * gc**2:.1f} eV")
print(f"error at z=0: {err0:.3e} V; predicted {pred0:.3e} V")
print(f"error at z=L/2: {err_half:.3e} V; predicted {pred_half:.3e} V")
print("PASS")
```

Running it gives:

```
charge q = 2 e, eps = 10, L = 10.0 angstrom
model: x = 0.5, gamma = 0.5 angstrom, beta = 1.0 angstrom
lobes: distance = 2.0, width = 0.8 angstrom
Coulomb constant = 14.39965 eV angstrom
<r^2> model = 2.2500 angstrom^2
<r^2> reference = 4.9600 angstrom^2
Madelung constant alpha = 2.837297
E_iso = 2.033572 eV; field energy = 2.033572 eV
E_per = 1.243593 eV
E_lat = 0.789979 eV
point term = 0.817122 eV; size term = -0.027143 eV
model planar potential at z=0: 0.196255 V
at z=0.4L: -0.119212 V; at z=L/2: -0.137248 V
range in window: model 0.018036 V, difference 0.000059 V
plateau C = 0.016396 V; moment formula = 0.016346 V
alignment term -qC = -0.032791 eV
E_corr = 0.757188 eV = 0.027826 hartree
exact correction = 0.759390 eV
model: E_lat (eV), C (V), spread (V), E_corr (eV)
  Gaussian: 0.799026, 0.020870, 0.000000, 0.757287
  standard: 0.789979, 0.016396, 0.000059, 0.757188
  long tail: 0.736972, -0.005126, 0.001932, 0.747223
long-tail common offset of plateau = 0.005671 V
L = 10 angstrom: E_corr - exact = -2.202e-03 eV
L = 15 angstrom: E_corr - exact = -2.652e-04 eV
L = 20 angstrom: E_corr - exact = -6.149e-05 eV
residual exponent, 15 to 20 angstrom = 5.081
spherical reference, L = 15 angstrom: residual = -7.30e-07 eV
cutoff: E_per error, smooth tail, power law, matched error (all eV)
  54.9: 1.178e-03, 1.186e-03, 1.476e-03, -7.410e-06
  151.2: 3.258e-05, 3.169e-05, 4.261e-05, 8.865e-07
  385.8: 1.446e-06, 1.422e-06, 1.604e-06, 2.384e-08
  867.1: 8.998e-08, 8.928e-08, 9.425e-08, 7.035e-10
  2407.3: 2.598e-09, 2.592e-09, 2.644e-09, 5.713e-12
rms matched/separate error ratio = 0.0107
Gaussian: cutoff for 1e-05 eV = 80.4 eV, actual error = 1.01e-05 eV
standard: cutoff for 1e-05 eV = 215.2 eV, actual error = 1.01e-05 eV
potential cutoff = 2467.1 eV
error at z=0: 1.711e-08 V; predicted 1.727e-08 V
error at z=L/2: 1.050e-09 V; predicted 1.053e-09 V
PASS
```
